# Accurate Solution of the Abel Equation for Reversible Linear-Sweep Voltammetry

## Scaling and the integral equation

A planar electrode in a deep, unstirred solution has no length of its own. For the reduction $\mathrm{O}+n\mathrm{e^-}\rightleftharpoons\mathrm{R}$ under a potential $E(t)=E_i-vt$, the sweep supplies one rate,

$$\sigma=\frac{nFv}{RT},$$

and diffusion turns it into a length $\sqrt{D_O/\sigma}$. The only flux that can be built from the bulk concentration $C^*$, $D_O$ and $\sigma$, and that is linear in $C^*$ as the equations are, is $C^*\sqrt{D_O\sigma}$. The current must therefore have the form

$$i=nFAC^*\sqrt{D_O\sigma}\;P,$$

where $P$ is a pure number that depends on dimensionless potentials and on $D_R/D_O$. The derivation below shows that $D_R/D_O$ merely shifts the potential axis. For a sweep that starts far enough positive of the wave, what remains is one universal curve, whose maximum is to be computed.

The assumptions are these: only O is present at first; transport is by diffusion alone; the surface concentrations obey the Nernst equation at all times; ohmic drop and capacitive current are absent. Cathodic current is positive.

Let $X$ be the distance from the electrode and $f=i/(nFA)$ the flux of O into it. The Laplace transform of the diffusion equation for O is $s\hat c_O-C^*=D_O\,\hat c_O''$. Its bounded solution is $\hat c_O=C^*/s+B\,e^{-X\sqrt{s/D_O}}$. The condition $f=D_O\,\partial c_O/\partial X$ at $X=0$ gives $B=-\hat f/\sqrt{sD_O}$. For R, which starts at zero and is produced at the surface, $f=-D_R\,\partial c_R/\partial X$ gives the amplitude $+\hat f/\sqrt{sD_R}$. Since $s^{-1/2}$ is the transform of $1/\sqrt{\pi t}$, the convolution theorem yields

$$c_O(0,t)=C^*-\frac{M}{\sqrt{D_O}},\qquad c_R(0,t)=\frac{M}{\sqrt{D_R}},\qquad M(t)=\frac1{\sqrt\pi}\int_0^t\frac{f(\tau)\,d\tau}{\sqrt{t-\tau}} .$$

The Nernst equation, $c_O/c_R=e^{nF(E-E^{0\prime})/RT}$ at the surface, becomes

$$\frac{M}{\sqrt{D_O}}\left[1+\sqrt{\frac{D_O}{D_R}}\;e^{nF(E-E^{0\prime})/RT}\right]=C^* .$$

The square root is absorbed by the half-wave potential and a reduced potential that increases during the sweep:

$$E_{1/2}=E^{0\prime}+\frac{RT}{nF}\ln\sqrt{\frac{D_R}{D_O}},\qquad x=-\frac{nF(E-E_{1/2})}{RT}.$$

Then $M=C^*\sqrt{D_O}\,g(x)$ with $g(x)=1/(1+e^{-x})$. Now put $z=\sigma t$, $y=\sigma\tau$ and $f=C^*\sqrt{\pi D_O\sigma}\,\chi$. Because $d\tau/\sqrt{t-\tau}=\sigma^{-1/2}dy/\sqrt{z-y}$, all dimensional factors cancel:

$$\int_0^z\frac{\chi(y)\,dy}{\sqrt{z-y}}=g(x),\qquad x=z-u,\qquad u=\frac{nF(E_i-E_{1/2})}{RT}. \tag{1}$$

Comparing the two forms of the flux gives $P=\sqrt\pi\,\chi$. The number 0.4463 belongs to $P$; the maximum of $\chi$ itself is 0.2518.

## A reference solution

To invert (1), multiply by $1/\sqrt{w-z}$, integrate over $z$ from 0 to $w$, and exchange the order of integration. The inner integral is

$$\int_y^w\frac{dz}{\sqrt{(w-z)(z-y)}}=\pi,$$

as the substitution $z=y+(w-y)\sin^2\phi$ shows: the integrand becomes 2 on $0<\phi<\pi/2$. With $G(z)=g(z-u)$, integration by parts on the right gives

$$\pi\int_0^w\chi\,dy=\int_0^w\frac{G(z)\,dz}{\sqrt{w-z}}=2\sqrt w\,G(0)+2\int_0^w\sqrt{w-z}\;G'(z)\,dz .$$

Differentiation with respect to $w$ (the boundary term vanishes) gives

$$\chi(w)=\frac1\pi\left[\frac{G(0)}{\sqrt w}+\int_0^w\frac{G'(z)\,dz}{\sqrt{w-z}}\right]. \tag{2}$$

For a sweep that starts far positive of $E_{1/2}$, $u\to\infty$ and the first term disappears. Writing the integration variable as $x-r^2$ removes the singularity, since the differential supplies a factor $2r$ that cancels the kernel $1/r$:

$$P(x)=\frac2{\sqrt\pi}\int_0^\infty g'(x-r^2)\,dr,\qquad g'(x)=\tfrac14\,\mathrm{sech}^2(x/2). \tag{3}$$

A series provides a second route. For $x<0$, $g=\sum_{j\ge1}(-1)^{j+1}e^{jx}$, so $g'$ has the coefficients $(-1)^{j+1}j$. With $\int_0^\infty e^{-jr^2}dr=\tfrac12\sqrt{\pi/j}$, equation (3) becomes

$$P(x)=\sum_{j\ge1}(-1)^{j+1}\sqrt j\,e^{jx}\qquad(x<0). \tag{4}$$

The peak lies at $x>0$, where (4) diverges. The poles of $g'$ nearest the real axis have imaginary parts $\pm\pi$, so (3) is analytic for $|\mathrm{Im}\,x|<\pi$, and its Taylor series about 0 converges for $|x|<\pi$. The derivatives at 0 are the limits of the differentiated series (4) as $x\to0^-$. With $q=-x$, the $k$-th derivative $\sum_j(-1)^{j+1}j^{k+1/2}e^{-jq}$ has the Mellin transform $\Gamma(t)\,\eta(t-\tfrac12-k)$, where $\eta(s)=(1-2^{1-s})\zeta(s)$ is the continued alternating zeta function. Since $\eta$ has no poles, the limit $q\to0$ is the residue at the pole $t=0$ of $\Gamma$, namely $\eta(-\tfrac12-k)$:

$$P(x)=\sum_{k\ge0}\eta(-\tfrac12-k)\,\frac{x^k}{k!}.$$

Setting the derivative of this series to zero gives

$$x_p=1.10895,\qquad P(x_p)=0.446295,\qquad P''(x_p)=-0.0935 .$$

A scan of (3) from $x=-10$ to 15 in steps of 0.1 finds a single change from rising to falling. The series agrees with quadrature of (3), and inserting (3) back into the Abel integral at $x=1$ recovers $g(1)=0.731059$.

The far side of the peak has a simple limit. In $P=\pi^{-1/2}\int g'(y)(x-y)^{-1/2}dy$, the function $g'$ acts as a probability density with mean 0 and variance $\pi^2/3$. Expanding the kernel to second order in $y/x$ gives

$$P\simeq\frac1{\sqrt{\pi x}}\left(1+\frac38\cdot\frac{\pi^2}{3x^2}\right)=\frac1{\sqrt{\pi x}}\left(1+\frac{\pi^2}{8x^2}\right).$$

At $x=20$ the ratio $P\sqrt{\pi x}$ is 1.00317, and the formula gives 1.00308. The leading term is the diffusion-limited Cottrell current $nFAC^*\sqrt{D_O/\pi t}$, with the time $t=x/\sigma$ counted from the moment the sweep passes $E_{1/2}$. The peak is thus a crossover: at first the falling surface concentration of O raises the flux; as that fall slows down, the thickening depletion layer takes over and lowers it. The turn comes well before the surface is exhausted: since $c_O(0,t)=C^*[1-g(x)]$, the surface concentration at the peak is still $C^*/(1+e^{x_p})=0.248\,C^*$.

## The cost of a finite starting potential

A real sweep starts at finite $u$, where $g(-u)$ is not zero. The first term of (2) then describes a small potential step at $t=0$, with a current that diverges as $z^{-1/2}$. Let $a=x+u$. The excess over the ideal curve is the start term minus the missing part of the integral. Since $g(-u)=\int_0^\infty g'(-u-d)\,dd$,

$$P_u-P=\frac1{\sqrt\pi}\int_0^\infty g'(-u-d)\left[\frac1{\sqrt a}-\frac1{\sqrt{a+d}}\right]dd .$$

The bracket is positive, and because $a^{-1/2}$ is convex it is at most $d/(2a^{3/2})$. Integration by parts gives $\int_0^\infty d\,g'(-u-d)\,dd=\int_0^\infty g(-u-d)\,dd=\ln(1+e^{-u})$. Hence

$$0<P_u-P\le\frac{\ln(1+e^{-u})}{2\sqrt\pi\,(x+u)^{3/2}} .$$

For $u=3$ and $x=1$ the excess is $1.29\times10^{-3}$ and the bound is $1.71\times10^{-3}$. For $u=16$ the bound at the peak is $4.5\times10^{-10}$, so the starting potential no longer matters for the digits of interest.

## Product integration

The kernel in (1) is singular but known, while $\chi$ is unknown but smooth apart from its start. The method therefore approximates $\chi$ and integrates the kernel analytically.

First split off the start: $\chi=g(-u)/(\pi\sqrt z)+\chi^r$. The integral $\int_0^z dy/\sqrt{y(z-y)}=\pi$ shows that the first part produces the constant $g(-u)$. The remainder obeys (1) with right-hand side $g(x)-g(-u)$, and by (2) it vanishes at $z=0$.

On the grid $z_n=nh$, interpolate $\chi^r$ linearly. With $s=(z_n-y)/h$ now denoting the scaled distance back in time, the value $\chi^r_{n-k}$ multiplies a hat function $\Lambda(s-k)$ of unit height and half-width 1. Its weight is $\sqrt h\int_0^\infty\Lambda(s-k)\,s^{-1/2}ds$. The function $\tfrac43s^{3/2}$ has second derivative $s^{-1/2}$, and the second derivative of a hat is a set of delta functions with strengths $1,-2,1$. Two integrations by parts thus give, for $k\ge1$, the second difference of $\tfrac43s^{3/2}$. For $k=0$ half the hat remains, and $\int_0^1(1-s)s^{-1/2}ds=2-\tfrac23=\tfrac43$. The discrete equation is

$$\tfrac43\sqrt h\sum_{k=0}^{n-1}w_k\,\chi^r_{n-k}=g(x_n)-g(-u),\qquad w_0=1,\quad w_k=(k+1)^{3/2}-2k^{3/2}+(k-1)^{3/2}. \tag{5}$$

Each step contains one new unknown, so the solution is marched forward:

$$\chi^r_n=\frac{3}{4\sqrt h}\,[g(x_n)-g(-u)]-\sum_{k=1}^{n-1}w_k\,\chi^r_{n-k}.$$

Finally $P_n=\sqrt\pi\,[\chi^r_n+g(-u)/(\pi\sqrt{z_n})]$. The work grows as the square of the number of steps.

## Error of the product rule

Let the rule act on $e^{px}$ with an unlimited past, and put $q=ph$. The Abel integral multiplies this function by $\int_0^\infty e^{-ps}s^{-1/2}ds=\sqrt{\pi/p}$. The rule multiplies it by $\tfrac43\sqrt h\sum_kw_ke^{-kq}$. Write $S=\sum_{k\ge1}k^{3/2}e^{-kq}$. Shifting the index in the three parts of $w_k$ gives $e^qS$, $-2S$ and $e^{-q}S$, so

$$\sum_kw_ke^{-kq}=(e^q-2+e^{-q})\,S,\qquad S=\Gamma(\tfrac52)\,q^{-5/2}+\zeta(-\tfrac32)+O(q).$$

The second relation follows from the Mellin transform $\int_0^\infty S\,q^{t-1}dq=\Gamma(t)\,\zeta(t-\tfrac32)$, valid for $\mathrm{Re}\,t>\tfrac52$. Moving the inversion contour to the left collects the pole of $\zeta$ at $t=\tfrac52$, which gives $\Gamma(\tfrac52)q^{-5/2}$, the pole of $\Gamma$ at $t=0$, which gives $\zeta(-\tfrac32)$, and the pole at $t=-1$, which is of order $q$. With $e^q-2+e^{-q}=q^2(1+q^2/12+\dots)$ and $\tfrac43\Gamma(\tfrac52)=\sqrt\pi$, the rule's multiplier is

$$\sqrt{\frac\pi p}\left[1+\frac{q^2}{12}+\frac{\zeta(-3/2)}{\Gamma(5/2)}\,q^{5/2}+O(q^{7/2})\right].$$

Solving the discrete equation divides by the bracket. Each factor $p$ stands for a derivative. By (4), $P$ is the half-derivative of $g$, so $p^{5/2}$ acting on $P$ gives $g'''$. Therefore

$$P_h-P=-\frac{h^2}{12}P''-\frac{\zeta(-3/2)}{\Gamma(5/2)}\,h^{5/2}g'''+\dots,\qquad -\frac{\zeta(-3/2)}{\Gamma(5/2)}=0.01917. \tag{6}$$

For $x>0$ the same argument is made with $p=i\omega$, since $g'$ is a superposition of waves whose amplitudes decay exponentially with $|\omega|$.

At $x=1$ and $h=0.1$ the measured error is $8.21\times10^{-5}$ and (6) gives $8.18\times10^{-5}$. At $h=0.0125$ the values are $1.300\times10^{-6}$ and $1.299\times10^{-6}$. At the peak $P''<0$, so the computed maximum is too high. For $h=0.1$ the leading term predicts $0.01\times0.0935/12=7.8\times10^{-5}$, and the observed excess is $0.446372-0.446295=7.7\times10^{-5}$.

Because the leading error is proportional to $h^2$, two step sizes eliminate it. From $h=0.025$ and $h=0.0125$, with the peak of each located by a spline,

$$P_p=\frac{4(0.4462959)-0.4462995}{3}=0.4462947,\qquad x_p=\frac{4(1.108940)-1.108913}{3}=1.108949 .$$

Both agree with the series result to the digits shown.

Near the start $\chi^r$ grows as $\sqrt z$, which linear interpolation represents poorly. The prefactor is proportional to $g'(-u)$ and is small for an early start. Even for $u=3$ the error at $x=1$ with $h=0.025$ is $5.3\times10^{-6}$, close to the $5.2\times10^{-6}$ found for $u=16$.

## Stability

Errors made early enter every later step, so their growth must be excluded. Consider $W(\theta)=\tfrac43\sum_kw_ke^{-ik\theta}$. The weights are samples of a hat function convolved with the kernel, and Poisson summation gives

$$W(\theta)=\sum_{m=-\infty}^{\infty}\left[\frac{\sin(\omega_m/2)}{\omega_m/2}\right]^2\sqrt{\frac{\pi}{i\omega_m}},\qquad\omega_m=\theta+2\pi m .$$

Since $1/\sqrt{i\omega}=|\omega|^{-1/2}e^{\mp i\pi/4}$, no term has a negative real part, and for $0<|\theta|\le\pi$ the $m=0$ term is strictly positive. The real part of the power series $\tfrac43\sum w_k\xi^k$ is then positive on the unit circle except at $\xi=1$, where the series diverges as $\sqrt\pi\,(1-\xi)^{-1/2}$, whose real part is large and positive for $|\xi|<1$ near that point. It is therefore also positive inside the circle, because a harmonic function takes its minimum on the boundary. The series has no zero for $|\xi|\le1$, and hence no growing mode exists. The smallest real part found on a set of angles is 0.633.

At $\xi=1$ the reciprocal series behaves as $(1-\xi)^{1/2}$, so its coefficients fall as $k^{-3/2}$ and are summable. The sum of their magnitudes, for the normalization $w_0=1$, is 2.281 after 1000 terms and 2.284 after 2000. An error of at most $\delta$ in the data $g$ therefore changes $P$ by at most about $\sqrt\pi\,(3/4\sqrt h)\,(2.3)\,\delta$. For $h=0.0125$ this is $27\,\delta$. The factor grows only as $h^{-1/2}$, the mild ill-conditioning expected of a half-derivative.

## What happens if the kernel is sampled

Suppose the kernel is evaluated at the midpoints of the steps, which avoids the infinite value:

$$\sqrt h\sum_{k\ge0}\frac{\chi_{n-k-1/2}}{\sqrt{k+1/2}}=g(x_n).$$

On $e^{px}$ the sum is $\sum(k+\tfrac12)^{-1/2}e^{-(k+1/2)q}=\sqrt{\pi/q}+\zeta(\tfrac12,\tfrac12)+O(q)$, with the Hurwitz zeta function. The relative error of the multiplier is now $\zeta(\tfrac12,\tfrac12)\sqrt{q/\pi}$. Since the half-derivative of $P$ is $g'$,

$$P_h-P\simeq-\zeta(\tfrac12,\tfrac12)\sqrt{\frac h\pi}\;g'(x)=0.3413\,\sqrt h\;g'(x).$$

At the true peak position and $h=0.0125$ this predicts $7.12\times10^{-3}$; the measured error is $7.11\times10^{-3}$. The law is the leading term for $h\to0$ at fixed $x$. Dividing by the multiplier also produces a second-order term, $\zeta(\tfrac12,\tfrac12)^2(h/\pi)P'(x)$. It vanishes at the peak, but far out on the tail, where $g'$ is exponentially small and $P'$ is not, it dominates unless $h$ is very small, and the error is then negative. Going from $h=0.05$ to $h=0.0125$, a fourfold smaller step, reduces the error by a factor of 1.99. The leading error is largest at $E_{1/2}$, where $g'$ has its maximum, and it slopes downward at the peak. It therefore raises the maximum to 0.4535, which is 1.6% too high, and moves it to $x=1.070$, about 1.0 mV too early for $n=1$ at 25 °C. By the $\sqrt h$ law, matching the product rule's peak error at $h=0.1$ would need a step near $1.5\times10^{-6}$.

## A voltammogram in laboratory units

Take the round parameters $n=1$, $T=298.15$ K, $A=0.01$ cm², $C^*=1$ mM $=10^{-6}$ mol/cm³, $D_O=1\times10^{-5}$ cm²/s, $D_R=5\times10^{-6}$ cm²/s and $v=0.1$ V/s. Then $RT/F=25.693$ mV and

$$\sigma=\frac{0.1\ \mathrm V/\mathrm s}{0.025693\ \mathrm V}=3.892\ \mathrm{s^{-1}} .$$

The current unit $nFAC^*\sqrt{D_O\sigma}$ is 6.0195 µA, so the peak current for strictly planar diffusion is $6.0195\times0.44629=2.686$ µA. The potentials follow from $x_p$ and the diffusion coefficients:

$$E_p-E_{1/2}=-1.10895\times25.693=-28.5\ \mathrm{mV},$$

$$E_{1/2}-E^{0\prime}=25.693\times\tfrac12\ln0.5=-8.9\ \mathrm{mV},\qquad E_p-E^{0\prime}=-37.4\ \mathrm{mV}.$$

The peak thus lies $28.5/n$ mV negative of $E_{1/2}$ at 25 °C, not of $E^{0\prime}$, and the offset is proportional to $T$. Half the peak current is reached 28.1 mV positive of $E_{1/2}$, which gives a half-peak separation of 56.6 mV.

| $E-E_{1/2}$ (mV) | $P$ |
|---:|---:|
| 120 | 0.0092 |
| 60 | 0.0849 |
| 0 | 0.3801 |
| −30 | 0.4461 |
| −60 | 0.3992 |
| −120 | 0.2802 |

The wave is strongly asymmetric: it rises exponentially, as the first term of (4) requires, and decays toward the slow Cottrell tail.

The reduction to (1) was tested separately by solving both diffusion equations with finite volumes. For $D_R/D_O=0.5$ and 2 the peaks lie at $-nF(E_p-E^{0\prime})/RT=1.4555$ and 0.7624, equal to the predicted values to the digits shown, and both have height 0.4463. The diffusion ratio does shift the curve without changing its height.

The result requires electron transfer that is fast on the scale of diffusion: the standard rate constant must greatly exceed $\sqrt{D_O\sigma}$, here $6.2\times10^{-3}$ cm/s. This speed grows as $\sqrt v$, so a couple that is reversible at a slow sweep can cease to be so at a fast one. Slow sweeps fail differently. At the peak, the concentration drop divided by the gradient at the surface gives a depletion layer of thickness $[g(x_p)/P(x_p)]\sqrt{D_O/\sigma}=1.7\sqrt{D_O/\sigma}$, here 0.027 mm. It thickens as the sweep slows, and convection may then reach it. Diffusion from the edge matters even while the layer is thin compared with the electrode: for a disc of the area used here (radius 0.56 mm), set in an insulating plane and with equal diffusion coefficients, it raises the peak current by about 5% at 0.1 V/s and about 16% at 0.01 V/s. The complete numerical output follows.

## Computed results

```
n = 1, T = 298.15 K, A = 0.01 cm^2, C* = 1.0 mM
D_O = 1.0e-05, D_R = 5.0e-06 cm^2/s, v = 0.1 V/s
RT/nF = 25.6926 mV, sigma = 3.8922 1/s
Series peak: x = 1.108949, P = 0.4462947
chi at peak = 0.25179, P'' at peak = -0.09354
P at E_half = 0.38010
Abel integral of P/sqrt(pi) at x=1: 0.73105858, g = 0.73105858
P*sqrt(pi x) at x=20: 1.00317, two-term law 1.00308
Product rule: h, peak x, peak P, error at x=1, predicted error
  0.1000  1.108403  0.4463716  8.205e-05  8.176e-05
  0.0500  1.108807  0.4463140  2.062e-05  2.060e-05
  0.0250  1.108913  0.4462995  5.179e-06  5.177e-06
  0.0125  1.108940  0.4462959  1.300e-06  1.299e-06
Extrapolated peak: x = 1.108949, P = 0.4462947
Naive rule: h, peak x, peak P, error at true peak, predicted error
  0.0500  1.02991  0.46075  1.415e-02  1.423e-02
  0.0125  1.07004  0.45347  7.107e-03  7.117e-03
Naive error ratio for a fourfold smaller step = 1.991
Coefficient of h^(5/2) g''' (product) = 0.01917
Coefficient of h^(1/2) g' (naive) = 0.34128
Smallest real part of product symbol = 0.6330
Sum |reciprocal weights|: 1000 terms 2.2806, 2000 terms 2.2845
Start u=3, x=1: excess 1.293e-03, bound 1.713e-03
  marching error for this start, h=0.025: 5.28e-06
Start u=16 (411.1 mV), bound at peak: 4.49e-10
Diffusion simulation: D_R/D_O, -nF(Ep-E0')/RT, predicted, peak P
  0.5  1.4555  1.4555  0.44629
  2.0  0.7624  0.7624  0.44629
E - E_half in mV, P from marching (h=0.0125), P from quadrature
    120  0.00924  0.00924
     60  0.08495  0.08495
     30  0.21250  0.21250
      0  0.38011  0.38010
    -30  0.44614  0.44614
    -60  0.39918  0.39918
   -120  0.28021  0.28021
Ep - E_half = -28.49 mV
E_half - E0' = -8.90 mV
Ep - E0' = -37.40 mV
Half-peak: E(p/2) - E_half = 28.09 mV
E(p/2) - Ep = 56.58 mV
Current unit nFAC*sqrt(D_O sigma) = 6.0195 uA
Peak current = 2.6865 uA
```
